# Phonon-assisted absorption near a direct gap: a three-level model

**Q.** Our sample has an indirect gap below a direct one. The usual phonon-assisted formula fits the tail, then blows up as the photon nears the direct gap, while the measured absorption stays smooth. What is the smallest model that shows this?

**A.** Three levels. I use Hartree atomic units in the algebra and eV and Å for numbers, zero temperature, real couplings, the rotating-wave approximation and at most one emitted phonon. State \(|0\rangle\) is the ground state plus a photon, with energy \(\omega\). State \(|d\rangle\) is a bright direct electron-hole pair at \(E_d\). State \(|f\rangle\) is a dark indirect pair plus a phonon, \(E_f=E_{\rm pair}+\omega_{\rm ph}\). The couplings are \(\langle d|H|0\rangle=M\), taken weak, and \(\langle f|H|d\rangle=g>0\). Define \(\Delta=E_f-E_d\) and \(x=g/\Delta\).

Interaction-picture amplitudes obey \(i\dot c_n=\sum_m V_{nm}e^{i(E_n-E_m)t}c_m\). Start in \(|0\rangle\), keep \(c_0=1\), and set \(\omega=E_f\), so that \(E_d-\omega=-\Delta\). The first step gives
\[
c_d=-iM\int_0^t e^{-i\Delta t'}dt'=\frac{M}{\Delta}\left(e^{-i\Delta t}-1\right),
\]
and the second gives
\[
c_f=-ig\int_0^t e^{i\Delta t'}c_d\,dt'=-i\,\frac{gM}{\Delta}\left[t-\frac{e^{i\Delta t}-1}{i\Delta}\right].
\]
The second term in the bracket is at most \(2/|\Delta|\) in size, so for \(t\gg1/|\Delta|\) one has \(c_f\to-i(gM/\Delta)\,t\). A direct resonant coupling \(M_{\rm eff}\) would give \(-iM_{\rm eff}t\), so \(M_{\rm eff}=gM/(\omega-E_d)\), and the line at \(E_f\) has strength \(x^2\) in units of \(M^2\). That is your formula, and it has a double pole at \(\Delta=0\).

**Q.** Does the amplitude itself become infinite there?

**A.** No. Expand \((e^{i\Delta t}-1)/(i\Delta)=t+i\Delta t^2/2+\dots\). The bracket becomes \(-i\Delta t^2/2\), and \(c_f\to-gMt^2/2\), which is finite. The pole came from dropping the oscillating term, which needs \(t\gg1/|\Delta|\), a time never reached at \(\Delta=0\).

The \(t^2\) growth is itself temporary. At \(\omega=E_d=E_f\), to first order in \(M\) and all orders in \(g\), the equations are \(i\dot c_d=M+gc_f\) and \(i\dot c_f=gc_d\). Differentiating the second and inserting the first gives \(\ddot c_f=-g^2c_f-gM\). With \(c_f(0)=\dot c_f(0)=0\),
\[
c_f=-\frac{M}{g}\,(1-\cos gt).
\]
This equals \(-gMt^2/2\) only for \(t\ll1/g\), which is \(\hbar/g=33\) fs for \(g=0.020\) eV. After that \(c_f\) oscillates, together with \(c_d=i\dot c_f/g=-i(M/g)\sin gt\), and both vanish again at \(gt=2\pi\). Nothing grows steadily, because the stationary states of the coupled pair lie at \(E_d\pm g\), and a photon at \(E_d\) is detuned from both by \(g\).

**Q.** Then which lines would I see, and how strong are they?

**A.** The eigenstates of the block \(\{d,f\}\). An eigenvector obeys \((E-E_d)u_d=gu_f\) and \((E-E_f)u_f=gu_d\). Multiplying the two gives \((E-E_d)(E-E_f)=g^2\), hence
\[
E_\pm=\tfrac12(E_d+E_f)\pm\tfrac12R,\qquad R=\sqrt{\Delta^2+4g^2}.
\]
Light couples only to \(d\), so each line has strength \(u_d^2\) in units of \(M^2\), and the two add to 1. From the second equation and normalization, \(u_d^2=(E-E_f)^2/[(E-E_f)^2+g^2]\). For the level nearest \(E_f\), \(|E-E_f|=(R-|\Delta|)/2\), and \(g^2=(R-|\Delta|)(R+|\Delta|)/4\). Cancelling one factor \(R-|\Delta|\),
\[
w=\frac{R-|\Delta|}{(R-|\Delta|)+(R+|\Delta|)}=\frac12\left(1-\frac{|\Delta|}{R}\right)\le\frac12 .
\]
For \(|\Delta|\gg g\), \(R\approx|\Delta|+2g^2/|\Delta|\), so the \(f\)-like level moves by \(+g^2/\Delta\) and the \(d\)-like level by \(-g^2/\Delta\). A photon at \(E_f\) is then detuned by \(g^2/\Delta\), and the linear growth lasts only while \(t\ll|\Delta|/g^2\). The interval \(1/|\Delta|\ll t\ll|\Delta|/g^2\) exists only if \(x^2\ll1\).

Take round model values \(E_d=3.00\) eV, \(\omega_{\rm ph}=0.050\) eV, \(g=0.020\) eV; energies in the table are in eV.

| \(\Delta\) | \(x^2\) | \(w\) | \(E_-\) | \(E_+\) |
|---|---|---|---|---|
| 0.20 | 0.010 | 0.0097 | 2.998 | 3.202 |
| 0.10 | 0.040 | 0.0358 | 2.996 | 3.104 |
| 0.04 | 0.25 | 0.146 | 2.992 | 3.048 |
| 0.02 | 1.0 | 0.276 | 2.988 | 3.032 |
| 0 | \(\infty\) | 0.500 | 2.980 | 3.020 |

At \(\Delta=0.04\) eV, where \(E_{\rm pair}=2.99\) eV, \(|\Delta|=2g\) and \(w=\tfrac12(1-1/\sqrt2)=0.146\). At \(\Delta=0\) there are two equal lines split by \(2g=0.040\) eV \(=1.47\times10^{-3}\) hartree.

**Q.** Could I get there by adding fourth and sixth order?

**A.** Only for \(|x|\le1/2\). Write \(|\Delta|/R=(1+4x^2)^{-1/2}\). The binomial coefficient is \(\binom{-1/2}{n}=(-1)^n\,1\cdot3\cdots(2n-1)/(2^nn!)=(-1)^n\binom{2n}{n}/4^n\), and the factor \(4^n\) cancels against \((4x^2)^n\), so
\[
w=\frac12\sum_{n\ge1}(-1)^{n+1}\binom{2n}{n}x^{2n}=x^2-3x^4+10x^6-35x^8+\dots
\]
Successive coefficients have the ratio \(2(2n+1)/(n+1)\to4\) in size, so the series converges for \(4x^2<1\) and diverges for \(4x^2>1\); at \(4x^2=1\) the terms alternate and shrink to zero, so it still converges, slowly. The cause is the pair of branch points \(g=\pm i\Delta/2\), where \(R=0\). Summed through \(x^{80}\), the series gives 0.10957 at \(x=0.4\), the exact value to these digits, and \(-5.6\times10^4\) at \(x=0.6\), where \(w=0.180\). Your pole is the first term used outside the radius. Inside it, \(x^2/w\approx1+3x^2\), so the error relative to the exact weight reaches 10% near \(\Delta=\sqrt{30}\,g=0.110\) eV; root finding on \(x^2/w=1.1\) gives 0.109 eV.

**Q.** So second order as such has a pole?

**A.** That needs a correction. The pole belongs to the formula that keeps only the phonon-assisted line. At the same order the direct line loses weight \(x^2\) and shifts by \(-g^2/\Delta\). Give each line the shape \(L(y)=(\eta/\pi)/(y^2+\eta^2)\) and let \(y=\omega-E_d\):
\[
S=(1-x^2)\,L(y+g^2/\Delta)+x^2L(y-\Delta),
\]
\[
S^{(2)}=\frac{g^2}{\Delta^2}\left[L(y-\Delta)-L(y)+\Delta L'(y)\right].
\]
Since \(L(y-\Delta)=L-\Delta L'+\tfrac12\Delta^2L''-\dots\), both singular terms cancel and \(S^{(2)}\to g^2L''(y)/2\).

The resolvent shows what remains wrong. With \(z=\omega+i\eta\), the equations \((z-E_d)G_{dd}-gG_{fd}=1\) and \((z-E_f)G_{fd}=gG_{dd}\) give \(G_{dd}=[z-E_d-g^2/(z-E_f)]^{-1}\), and \(S=-\mathrm{Im}\,G_{dd}/\pi\) because \(-\mathrm{Im}\,(y+i\eta)^{-1}/\pi=L(y)\). At \(\Delta=0\) and \(y=0\), \(G_{dd}=-i/(\eta+g^2/\eta)\), so
\[
S=\frac{1}{\pi\eta}\,\frac{1}{1+g^2/\eta^2},\qquad S^{(0)}+S^{(2)}=\frac{1-g^2/\eta^2}{\pi\eta}.
\]
For \(\eta=0.010\) eV, \(g^2/\eta^2=4\). The truncated value is \(-3/(\pi\times0.010)=-95\) eV\(^{-1}\) and the exact one is \(1/(5\pi\times0.010)=6.4\) eV\(^{-1}\). The complete second order is finite but negative at this point whenever \(\eta<g\).

**Q.** A crystal has far too many states to diagonalize. What does quasidegenerate perturbation theory keep?

**A.** It diagonalizes within an energy window and expands only in couplings to states outside it. With three levels and both \(d\) and \(f\) inside, it is the exact solution above. To see its error, add a remote bright pair \(r\) at \(E_r\), with light coupling \(M_r\) and phonon coupling \(h\) to \(f\), and let \(D=E_r-E_f\). The \(r\) row of the eigenproblem gives exactly \(c_r=hc_f/(E-E_r)\), and the \(f\) row becomes \([E-E_f-h^2/(E-E_r)]c_f=gc_d\). The approximation is \(E\to E_f\) in these large denominators:
\[
H_{\rm eff}=\begin{pmatrix}E_d&g\\ g&E_f-h^2/D\end{pmatrix},\qquad A_p=U_{dp}M-U_{fp}\frac{hM_r}{D},
\]
with \(U\) the eigenvectors of \(H_{\rm eff}\) and \(A_p^2\) the strength of line \(p\). No denominator vanishes at \(\Delta=0\). For \(|\Delta|\gg g\), the \(f\)-like state has \(U_f\approx1\) and \(U_d\approx g/\Delta\), which returns the two-path second-order amplitude \(gM/\Delta-hM_r/D\).

Scale \(g,h\propto\lambda\), and let \(D'=E_r-E\), of the size of \(D\). The identity \(1/(E-E_r)=-1/D-(E-E_f)/(DD')\) isolates what was dropped. In \(c_r\) it is \(h(E-E_f)c_f/(DD')\), and the \(f\) row says \((E-E_f)c_f=gc_d+hc_r=O(\lambda)\) for any \(\Delta\), so this is \(O(\lambda^2)\). In the \(f\) row, with \(\kappa=h^2/(DD')\), division by \(1+\kappa\) and the rescaling \(c_f=\tilde c_f/\sqrt{1+\kappa}\) restore a symmetric \(2\times2\) problem with coupling \(g/\sqrt{1+\kappa}\) and shift \(-h^2/[D(1+\kappa)]\). Differentiating the upper-state weight \(\tfrac12(1-\Delta/R)\) gives \(|g\,\partial_gw|=2|\Delta|g^2/R^3\le\tfrac12\) and \(|\partial_\Delta w|=2g^2/R^3\le1/(4g)\). The changed coupling therefore costs \(O(\lambda^2)\), the changed shift \(O(\lambda^4/\lambda)\), and the rescaling and the norm \(c_r^2\) cost \(O(\lambda^2)\). The error is \(O(\lambda^2)\) uniformly in \(\Delta\), as long as both \(D=E_r-E_f\) and \(E_r-E_d\) stay bounded away from zero. For \(|\Delta|\gg g\) the \(d\)-like state has \(c_f\approx-g/\Delta\), so its amplitude on \(r\) is \(hc_f/(E_d-E_r)\approx gh/[\Delta(E_r-E_d)]\). The approximation keeps \(-hc_f/D=gh/(\Delta D)\), and since \(E_r-E_d=D+\Delta\) it misses \(-gh/[D(E_r-E_d)]\). This grows as \(E_d\) approaches \(E_r\) even at large \(D\). There \(f\) shifts \(d\) by \(g^2/D\) and \(r\) by \(h^2/D\) and couples them by \(gh/D\), so the mixing becomes strong once \(|E_r-E_d+(h^2-g^2)/D|\) is of order \(gh/D\), and \(r\) must join the window before that.

The shift \(-h^2/D\) looks second order but cannot be dropped. At \(\Delta=0\) it changes the weights by \(h^2/(4gD)=O(\lambda)\), the same order as the remote path. The cross term, proportional to \(|U_dU_f|=\sqrt{w(1-w)}=g/R\), is stationary there.

**Q.** How does that look in numbers?

**A.** Take \(E_r=3.50\) eV, \(h=0.030\) eV, \(M_r=0.8M\), and \(\Delta=0\), so \(D=0.50\) eV. The remote amplitude is \(-0.030\times0.8/0.50=-0.048\). Without the shift, \(U=(1,\mp1)/\sqrt2\) for the lower and upper states, giving \(1.048^2/2=0.549\) and \(0.952^2/2=0.453\). The shift \(-0.0018\) eV lowers \(f\) and moves \(0.0018/0.080=0.0225\) of weight upward, giving 0.527 and 0.476. Numerical diagonalization of the \(3\times3\) block gives 0.525 and 0.474. Halving \(\lambda\) from 1/16 to 1/32 reduces the error as \(\lambda^{2.00}\) with the shift and \(\lambda^{1.00}\) without it.

The two approximate strengths add to too much. A sum rule fixes this excess at leading order, though not how it divides between the lines. All three exact strengths add to \(M^2+M_r^2\). The \(r\)-like state has \(c_f\approx h/D\), \(c_d\approx gh/(DD_d)\) with \(D_d=E_r-E_d\), and \(c_r\approx1-h^2/2D^2\), so its strength is \(M_r^2(1-h^2/D^2)+2MM_rgh/(DD_d)\). Orthogonality of \(U\) makes the approximate window sum \(M^2+M_r^2h^2/D^2\), too large by \(2MM_rgh/(DD_d)\) at leading order. At \(\Delta=0.10\) eV this is \(2\times0.8\times0.020\times0.030/(0.40\times0.50)=0.0048\). The lower line there carries 0.0046 of it (0.9856 against 0.9810), the largest error in units of \(M^2\) on a scan of \(|\Delta|\le0.1\) eV. The upper line is 0.0180 against 0.0178, while the two-path formula gives \((0.20-0.06)^2=0.0196\). The method fails when a coupled pair straddles a window edge within a few \(g\); if \(d\) were the only bright state and were left outside, the relative error \(3x^2\) would return at leading order.

**Q.** I see no doublet, only a smooth edge. Why?

**A.** In a crystal each direct pair couples to many final states, one per phonon momentum. The doublet disappears when their energies fill, densely and evenly, a range that extends on both sides of \(E_d\) far beyond the total coupling, the root of the summed squares. If \(E_d\) lies at an end of the range, a sharp line splits off outside it instead, and a narrow bunch of them near \(E_d\), or one level there standing well apart from the rest, would still act as a single level \(f\). Let only the electron scatter, so that the hole momentum labels independent sectors, each with one \(d\). Measure energies from \(E_d\) and model the final states in the window as a flat ladder \(\varepsilon_j=s(j+\tfrac12)\), \(|\varepsilon_j|<B\), with coupling \(g_s\) and \(\gamma=\pi g_s^2/s\). The second-order total is \(T=\sum_jg_s^2/\varepsilon_j^2\). For all integers, \(\sum(j+\tfrac12)^{-2}=8\sum_{j\ge0}(2j+1)^{-2}=\pi^2\), and the missing tails are \(2\int_B^\infty d\varepsilon/(s\varepsilon^2)=2/(sB)\), so \(T=\pi\gamma/s-2\gamma/(\pi B)\). This grows without bound as \(s\to0\) at fixed \(\gamma\).

Eliminating each \(f_j\) as before gives \(G_{dd}=1/(z-\Sigma)\) with \(\Sigma=\sum_jg_s^2/(z-\varepsilon_j)\). At a resolution coarser than \(s\) the sum becomes an integral,
\[
\Sigma=\frac{\gamma}{\pi}\left[\ln(z+B)-\ln(z-B)\right]\to\frac{\gamma}{\pi}\ln\frac{B+y}{B-y}-i\gamma ,
\]
since \(\ln(y-B+i0)=\ln(B-y)+i\pi\) for \(|y|<B\). For \(|y|\ll B\) the real part is about \(2\gamma y/(\pi B)\), negligible against \(y\) for \(B\gg\gamma\), which leaves \(S=(\gamma/\pi)/(y^2+\gamma^2)\). Second order is its tail, \((g_s^2/s)/y^2=(\gamma/\pi)/y^2\), which exceeds the Lorentzian by the fraction \(\gamma^2/y^2\) of the Lorentzian.

For \(\gamma=0.010\) eV, \(B=0.5\) eV and 1200 levels, \(s=0.833\) meV, \(g_s=1.63\) meV and \(T=37.69\), whereas the diagonalized weights add to 1. Within \(5\gamma\) of the centre, weight divided by \(s\) departs from the Lorentzian by at most 2.6% of the Lorentzian. That value is reached at the centre: the residue of \(G_{dd}\) at the eigenvalue 0 is \(1/(1-\Sigma')=1/(1+T)\), while the Lorentzian gives \(s/(\pi\gamma)\approx1/T\). The pair decays with lifetime \(\hbar/2\gamma=33\) fs.

**Q.** We usually put \(i\eta\) in the denominator. Is that equivalent?

**A.** For one value only. It gives \((\gamma/\pi)/(y^2+\eta^2)\), whose integral is \(\gamma/\eta\): 2, 1 and 0.2 for \(\eta=0.005\), 0.010 and 0.050 eV. In this model \(\eta=\gamma\) is right, and the result then already contains the direct line, which must not be added again.

**Q.** And the edge, after summing over the band?

**A.** Take a parabolic direct gap \(E_g\) with reduced mass \(\mu\), two spins, constant \(M\) and \(\gamma\), \(B\to\infty\), and \(\delta=E_g-\omega\). The transition rate is proportional to \(N=2\int d^3k\,(2\pi)^{-3}S\). With \(u=k^2/2\mu\), \(k^2dk=\mu\sqrt{2\mu u}\,du\) and the prefactor \(2\cdot4\pi/(2\pi)^3=1/\pi^2\), the measure is \(C\sqrt u\,du\) with \(C=(2\mu)^{3/2}/(2\pi^2)\), and \(y=-(u+\delta)\).

In second order below the gap, \(u=\delta\tan^2\theta\) gives
\[
\int_0^\infty\frac{\sqrt u\,du}{(u+\delta)^2}=\frac{2}{\sqrt\delta}\int_0^{\pi/2}\sin^2\theta\,d\theta=\frac{\pi}{2\sqrt\delta},\qquad N^{(2)}=\frac{C\gamma}{2\sqrt\delta}.
\]
Above the gap the pole sits at \(u=|\delta|\), inside the range. Excluding \(\pm\epsilon\) around it leaves \(2\sqrt{|\delta|}/\epsilon\) to leading order, so \(N^{(2)}\) is infinite at every \(\omega>E_g\).

For the Lorentzian, \(S=\mathrm{Im}\,(u+a)^{-1}/\pi\) with \(a=\delta-i\gamma\). Put \(u=v^2\) with a cutoff \(\Lambda\to\infty\):
\[
\int_0^\Lambda\frac{2v^2dv}{v^2+a}=2\Lambda-2a\int_0^\Lambda\frac{dv}{v^2+a}\to2\Lambda-\pi\sqrt a .
\]
Here \(\int_0^\infty dv/(v^2+a)=\pi/(2\sqrt a)\) holds for \(a>0\) and continues analytically off the negative axis with \(\mathrm{Re}\sqrt a>0\). The cutoff term is real and \(-\mathrm{Im}\sqrt{\delta-i\gamma}=\mathrm{Im}\sqrt{\delta+i\gamma}\). Since \((\mathrm{Im}\sqrt b)^2=(|b|-\mathrm{Re}\,b)/2\),
\[
N=C\,\mathrm{Im}\sqrt{\delta+i\gamma}=C\sqrt{\tfrac12\left(\sqrt{\delta^2+\gamma^2}-\delta\right)} .
\]
Using \(\sqrt{\delta^2+\gamma^2}=|\delta|+\gamma^2/2|\delta|-\gamma^4/8|\delta|^3+\dots\), this tends to \(N^{(2)}(1-\gamma^2/8\delta^2)\) well below the gap and to the direct result \(C\sqrt{|\delta|}\,(1+\gamma^2/8\delta^2)\) well above. At the gap it is \(C\sqrt{\gamma/2}\).

For \(\mu=0.1\), \(C=0.2^{3/2}/(2\pi^2)\) divided by \(27.211^{3/2}\times0.52918^3\) is \(2.154\times10^{-4}\) eV\(^{-3/2}\) Å\(^{-3}\). At the gap \(N=2.154\times10^{-4}\sqrt{0.005}=1.52\times10^{-5}\) eV\(^{-1}\) Å\(^{-3}\) \(=6.14\times10^{-5}\) hartree\(^{-1}\) bohr\(^{-3}\). In units of \(10^{-5}\) eV\(^{-1}\) Å\(^{-3}\), \(N\) and \(N^{(2)}\) are 0.340 and 0.341 at 0.100 eV below the gap, 0.980 and 1.08 at 0.010 eV below, and 1.45 and 3.41 at 0.001 eV below. At 0.050 eV above, \(N=4.84\) against the direct 4.82, whereas second order by adaptive quadrature gives 30.7 for \(\epsilon=10^{-3}\) eV and 307 for \(\epsilon=10^{-4}\) eV, the \(1/\epsilon\) law.

**Q.** Where should I stop trusting this edge formula?

**A.** The formula assumes final states at the photon energy for every hole momentum. In a crystal the indirect threshold rises with the hole's kinetic energy, so the integral over \(u\) stops at some \(U\), which for a parabolic hole band is proportional to the height of \(\omega\) above the lowest threshold. The integrand falls only as \(u^{-3/2}\), so even with constant \(\gamma\) up to \(U\) the fraction lost from \(N^{(2)}\) is about \((4/\pi)\sqrt{\delta/U}\) for \(U\gg\delta\), still 13% at \(U=100\,\delta\). The values quoted below the gap therefore belong to the model with \(B\to\infty\), and the cutoff alone makes them overestimate the tail of a crystal with the same \(\gamma\). The range of final states is also no longer symmetric: if it extends from \(a\) below to \(b\) above \(\omega\), then \(\mathrm{Re}\,\Sigma=(\gamma/\pi)\ln(a/b)\), which lowers the direct level when \(b>a\). \(E_g\) must be read as the gap including this shift; measured from the unshifted gap, the tail near the edge can come out larger instead. Near the indirect threshold the density of final states also vanishes, and the slow \(\delta^{-1/2}\) tail is wrong. Hole scattering links different \(k\) and adds an interfering path, so the sectors are no longer independent; when the second direct pair also lies in the window, the window must be diagonalized as a whole, and otherwise that pair plays the part of \(r\). Excitonic binding changes the \(\sqrt u\) measure and adds discrete bright levels, each of which would play the part of \(d\). Finite temperature adds phonon-absorption final states. The one-phonon truncation gives the states \(f\) no width of their own, and such a width would blur the three-level doublet once it became comparable to \(g\).

All numerical values are calculated from the stated model.
